\section*{Current Through Two Opposed Ideal Schottky Diodes with Unequal Saturation Currents, part 1}

(Sections cited here and not found follow in the second part.)

\section{The common current and its two plateaus}

\subsection{The physical situation}

A layer of lightly doped n-type semiconductor has a metal contact on each face. Each contact is a Schottky barrier, so each conducts easily in one direction and poorly in the other. Seen from outside, the two diodes point in opposite directions. Whatever the sign of the applied voltage, one of them is forward-biased and the other is reverse-biased. If the two metals have different barriers, the current levels off at one value for positive voltage and at another for negative voltage. The question is which contact sets each value, and what the current is between the two plateaus, where neither contact alone is in charge.

The model is one-dimensional and in steady state. Electrons carry all the current, and everything is at one temperature $T$. The layer is thick enough for a neutral region to remain between the two depletion layers, and the resistance of that region is neglected. The electron Fermi level is therefore flat across it, and the neutral semiconductor has a single well-defined potential. Here and below, a potential means what a voltmeter compares: the electron Fermi energy divided by $-q$, where $q>0$ is the elementary charge. The thermal voltage is
\begin{equation}
V_t=\frac{kT}{q}. \label{eq:vt}
\end{equation}

\subsection{The law of one contact}

Let $\phi$ be the barrier height in volts, so that the top of the barrier lies an energy $q\phi$ above the Fermi level of the metal. In the ideal contact $\phi$ doesn't depend on the bias. Electrons cross the top in both directions, and the current is the difference of the two flows.

Consider first the electrons that pass from the metal into the semiconductor. Let $p_x$ be the momentum normal to the interface at the top of the barrier and $p_\perp$ the momentum along it, and take an isotropic mass $m$. Because $q\phi\gg kT$, the occupation of these states is a Boltzmann factor. With two spin states per phase-space volume $h^3$, the magnitude of the current density is
\begin{equation}
J_s=\frac{2q}{h^3}\,e^{-\phi/V_t}
\int_0^\infty\!\frac{p_x}{m}\,e^{-p_x^2/2mkT}\,dp_x
\int_0^\infty\! 2\pi p_\perp\, e^{-p_\perp^2/2mkT}\,dp_\perp .
\label{eq:flux}
\end{equation}
The substitution $s=p_x^2/2mkT$ gives $p_x\,dp_x/m=kT\,ds$, so the first integral equals $kT$. The same substitution for $p_\perp$ gives $2\pi p_\perp dp_\perp=2\pi mkT\,ds$, so the second equals $2\pi mkT$. Hence
\begin{equation}
J_s=A^*T^2e^{-\phi/V_t},\qquad A^*=\frac{4\pi q m k^2}{h^3}. \label{eq:rich}
\end{equation}
For a semiconductor with several anisotropic valleys, $A^*$ is treated as a given constant, the Richardson constant of that material.

Now let $U$ be the potential of the metal minus that of the semiconductor. Since an electron has charge $-q$, a positive $U$ places the semiconductor Fermi level an energy $qU$ above that of the metal. Seen from the semiconductor, the barrier top is then only $q(\phi-U)$ above the Fermi level. The integrals in \eqref{eq:flux} are unchanged, and the flow from semiconductor to metal is $J_se^{U/V_t}$. This assumes that electrons arriving at the top are still in equilibrium with the neutral region, which is the thermionic regime.

Electrons moving from semiconductor to metal make a conventional current from metal to semiconductor. For a contact of area $S$, the conventional current from metal into semiconductor is therefore
\begin{equation}
I_{\rm m\to s}=I_s\left(e^{U/V_t}-1\right),\qquad I_s=S A^*T^2e^{-\phi/V_t}. \label{eq:diode}
\end{equation}
For $U\ll -V_t$ the exponential vanishes and the current tends to $-I_s$. What remains is emission from the metal over a barrier that the bias doesn't alter. This is the meaning of the saturation current $I_s$.

\subsection{Signs for the pair}

Call the saturation currents $I_1$ for the left contact and $I_2$ for the right contact; both are positive. Let $V$ be the potential of the left metal minus that of the right metal, and let $I$ be positive when it flows from left to right. Split the voltage at the neutral semiconductor:
\begin{align}
V_1&=\text{left metal minus semiconductor},\nonumber\\
V_2&=\text{semiconductor minus right metal},\nonumber\\
V&=V_1+V_2. \label{eq:sum}
\end{align}

At the left contact, $U=V_1$, and the current from metal into semiconductor is also the current from left to right. Equation \eqref{eq:diode} gives
\begin{equation}
I=I_1\left(e^{V_1/V_t}-1\right). \label{eq:left}
\end{equation}
At the right contact, metal minus semiconductor is $U=-V_2$. The law gives the current from the right metal into the semiconductor, which flows from right to left and so counts as $-I$. Thus $-I=I_2(e^{-V_2/V_t}-1)$, or
\begin{equation}
I=I_2\left(1-e^{-V_2/V_t}\right). \label{eq:right}
\end{equation}
The same $I$ appears in both equations because no charge accumulates in steady state and no carriers are generated between the contacts.

The exponentials are positive. Equation \eqref{eq:left} then requires $I>-I_1$, and \eqref{eq:right} requires $I<I_2$:
\begin{equation}
-I_1<I<I_2. \label{eq:window}
\end{equation}
The current is confined between the two reverse saturation values before any equation has been solved.

\subsection{Elimination of the inner potential}

Solve \eqref{eq:left} and \eqref{eq:right} for their exponentials:
\begin{equation}
e^{V_1/V_t}=1+\frac{I}{I_1},\qquad e^{-V_2/V_t}=1-\frac{I}{I_2}. \label{eq:exps}
\end{equation}
Write $v=V/V_t$. By \eqref{eq:sum}, $e^{v}=e^{V_1/V_t}e^{V_2/V_t}$, which is the first expression divided by the second:
\begin{equation}
e^{v}=\frac{1+I/I_1}{1-I/I_2}. \label{eq:ratio}
\end{equation}
The derivative of the right side with respect to $I$ is
\begin{equation}
\frac{\dfrac{1}{I_1}\left(1-\dfrac{I}{I_2}\right)+\dfrac{1}{I_2}\left(1+\dfrac{I}{I_1}\right)}{(1-I/I_2)^2}
=\frac{1/I_1+1/I_2}{(1-I/I_2)^2}>0, \label{eq:mono}
\end{equation}
since the two terms in $I/(I_1I_2)$ cancel in the numerator. Across the interval \eqref{eq:window} the right side of \eqref{eq:ratio} rises steadily from $0$ to $+\infty$. Each voltage therefore has one current, and the current increases with the voltage.

To find it, multiply \eqref{eq:ratio} by $1-I/I_2$ and collect the terms in $I$:
\begin{align}
e^v-\frac{e^v}{I_2}I&=1+\frac{I}{I_1},\nonumber\\
e^v-1&=I\left(\frac{1}{I_1}+\frac{e^v}{I_2}\right)
=I\,\frac{I_2+I_1e^v}{I_1I_2}. \label{eq:linear}
\end{align}
Division gives the closed form
\begin{equation}
\boxed{\,I=\frac{I_1I_2\left(e^{v}-1\right)}{I_2+I_1e^{v}},\qquad v=\frac{V}{V_t}.\,} \label{eq:main}
\end{equation}

The denominator is positive, so $I$ has the sign of $V$. The product $IV$ is never negative, as a passive device requires. At $V=0$ the current vanishes even if the barriers differ, because all the Fermi levels then coincide and the two flows at each contact cancel.

\subsection{The same result as a balance of electron flows}

The semiconductor can be pictured as a reservoir that receives electrons from both metals and returns them to both. All flows are expressed here as currents. The left metal supplies $I_1$ and the right metal supplies $I_2$, whatever the voltage. The reservoir returns $I_1y$ to the left metal, with $y=e^{V_1/V_t}$. To the right metal it returns $I_2e^{-V_2/V_t}$. Since $V_2=V-V_1$, this equals $I_2ye^{-v}$. In steady state supply equals return:
\begin{equation}
I_1+I_2=y\left(I_1+I_2e^{-v}\right),\qquad
y=\frac{I_1+I_2}{I_1+I_2e^{-v}}. \label{eq:reservoir}
\end{equation}
The net current through the left contact is
\begin{equation}
I=I_1(y-1)=I_1\,\frac{I_2-I_2e^{-v}}{I_1+I_2e^{-v}}, \label{eq:second}
\end{equation}
which becomes \eqref{eq:main} when numerator and denominator are multiplied by $e^v$.

This picture explains the plateau. For large positive $V$, the right metal is negative and the return flow to it is cut off. It still emits at its fixed rate $I_2$, and in the steady state this entire supply leaves through the left contact. A larger voltage can't draw more electrons from the right metal, because the height of its barrier is fixed.

\subsection{Proof of saturation in each polarity}

The distance from each plateau follows from \eqref{eq:main} without approximation. For the positive plateau,
\begin{align}
1-\frac{I}{I_2}&=\frac{I_2+I_1e^v-I_1(e^v-1)}{I_2+I_1e^v}
=\frac{I_1+I_2}{I_2+I_1e^v}, \label{eq:gapplus}
\end{align}
and for the negative plateau,
\begin{align}
1+\frac{I}{I_1}&=\frac{I_2+I_1e^v+I_2(e^v-1)}{I_2+I_1e^v}
=\frac{(I_1+I_2)e^v}{I_2+I_1e^v}. \label{eq:gapminus}
\end{align}
Both right sides are positive, which confirms that the solution lies inside \eqref{eq:window}. As $v\to+\infty$ the first tends to zero, and as $v\to-\infty$ the second does. Therefore
\begin{equation}
I\to+I_2\quad(V\to+\infty),\qquad I\to-I_1\quad(V\to-\infty). \label{eq:limits}
\end{equation}
For positive $V$, equation \eqref{eq:right} with $I>0$ gives $V_2>0$: the right metal is negative relative to the n-type semiconductor, so the right contact is reverse-biased. For negative $V$, equation \eqref{eq:left} with $I<0$ gives $V_1<0$, and the left contact is reverse-biased. Each polarity thus saturates at the value of its reverse-biased contact.

At finite voltage, \eqref{eq:gapplus} is small when $e^v\gg1+I_2/I_1$. The voltage must exceed zero by several $V_t$, and it must also exceed $V_t\ln(I_2/I_1)$ by several $V_t$. If the left contact is much the weaker emitter, the second condition is the stricter one. For the negative plateau the condition is $e^{-v}\gg1+I_1/I_2$.

\subsection{Where the voltage falls}

Logarithms of \eqref{eq:exps} give
\begin{equation}
V_1=V_t\ln\left(1+\frac{I}{I_1}\right),\qquad
V_2=-V_t\ln\left(1-\frac{I}{I_2}\right). \label{eq:division}
\end{equation}
For positive $V$ the current stays below $I_2$, so the forward bias of the left contact obeys
\begin{equation}
V_1<V_t\ln\left(1+\frac{I_2}{I_1}\right). \label{eq:forward1}
\end{equation}
For negative $V$ the forward bias of the right contact is $-V_2$. Since $-I<I_1$,
\begin{equation}
-V_2<V_t\ln\left(1+\frac{I_1}{I_2}\right). \label{eq:forward2}
\end{equation}
Each bound is approached on the corresponding plateau. A forward-biased contact needs a limited voltage to pass the limited current it receives, and the reverse-biased contact takes up the rest.

\subsection{Special cases}

Turning the device around exchanges $I_1$ with $I_2$ and reverses both $V$ and $I$. Applied to \eqref{eq:main}, this gives
\begin{equation}
-\frac{I_1I_2(e^{-v}-1)}{I_1+I_2e^{-v}}
=\frac{I_1I_2(e^v-1)}{I_2+I_1e^v}, \label{eq:swap}
\end{equation}
after multiplication of numerator and denominator by $e^v$. The formula is unchanged, as it must be.

For equal contacts, $I_1=I_2=I_0$, the current is $I_0(e^v-1)/(e^v+1)=I_0\tanh(v/2)$, an odd function of voltage.

If $I_2\to\infty$ at fixed $v$ and $I_1$, the denominator of \eqref{eq:main} tends to $I_2$ and $I\to I_1(e^v-1)$. The right contact then drops no voltage and the left diode acts alone. For large but finite $I_2$ this holds while $I_1e^v\ll I_2$. At higher voltage the positive plateau at $I_2$ returns.

\section{Control of the current and a silicon example}

\subsection{Symbols and results carried over}

The left and right contacts have saturation currents $I_1$ and $I_2$. The voltage $V$ is left metal minus right metal, the current $I$ is positive from left to right, $V_t=kT/q$ and $v=V/V_t$. The voltage divides as $V=V_1+V_2$, where $V_1$ is left metal minus semiconductor and $V_2$ is semiconductor minus right metal. The closed form \eqref{eq:main} tends to $I_2$ at large positive $V$ and to $-I_1$ at large negative $V$. Equations \eqref{eq:gapplus} and \eqref{eq:gapminus} give the distance from each plateau, and \eqref{eq:division} gives the division of the voltage.

\subsection{Which contact controls the current}

Suppose that one saturation current is changed slightly while the other, the voltage and the temperature are held fixed. Equation \eqref{eq:linear} can be written as
\begin{equation}
I=\frac{e^v-1}{D},\qquad D=\frac1{I_1}+\frac{e^v}{I_2}. \label{eq:D}
\end{equation}
The numerator doesn't contain $I_1$ or $I_2$. The relative change of $I$ per relative change of $I_2$ is therefore
\begin{equation}
c_2=\frac{\partial\ln|I|}{\partial\ln I_2}
=-\frac{I_2}{D}\frac{\partial D}{\partial I_2}
=\frac{e^v/I_2}{D}=\frac{I_1e^v}{I_2+I_1e^v}, \label{eq:c2}
\end{equation}
and in the same way
\begin{equation}
c_1=\frac{\partial\ln|I|}{\partial\ln I_1}
=\frac{1/I_1}{D}=\frac{I_2}{I_2+I_1e^v},\qquad c_1+c_2=1. \label{eq:c1}
\end{equation}
The sum is one because doubling both saturation currents doubles $I$. At $V=0$, where $I=0$, the shares are defined by their limits. As $V$ rises from large negative to large positive values, $c_2$ goes from zero to one. Control passes smoothly from the left contact to the right, and at each end it belongs to the reverse-biased contact.

The numerator of \eqref{eq:main} is $I_1I_2e^v-I_1I_2$. Division of each term by the denominator gives
\begin{equation}
I=c_2I_2-c_1I_1. \label{eq:average}
\end{equation}
The current is the average of its two plateau values, $+I_2$ and $-I_1$, weighted by the control shares.

The current through the two contacts is now known in closed form: it levels off at the saturation current of whichever contact is reverse-biased, and control passes smoothly from one contact to the other in between. What remains is the shape of the curve, the numbers for a silicon layer, and an estimate of how real contacts depart from the ideal model.
